# Stochastic heating of electrons by a slowly oscillating hard wall

A hard wall that oscillates with velocity amplitude $u_0$ in front of a fixed incident Maxwellian stream of electrons heats them, averaged over a cycle and per unit area, at the rate

$$
S=\tfrac12\,m\,n\,\bar v\,u_0^2\left[1+O(\varepsilon^2)\right],\qquad \varepsilon=\frac{u_0}{v_t}\ll1 .
$$

Here $m$ is the electron mass, $n$ the density of the full Maxwellian, counting both directions of motion, $T$ its temperature as an energy, $v_t=\sqrt{T/m}$ and $\bar v=\sqrt{8T/(\pi m)}$. The wall stands for the edge of a radio-frequency sheath, which turns back most of the electrons that reach it; the few that escape to the electrode are left out. The condition $\varepsilon\ll1$ means that the wall is slow compared with the electrons. The frequency $\omega$ enters through $u_0=a\omega$ alone, where $a$ is the amplitude of the motion.

Let $x$ and the velocity $u$ be positive toward the wall, whose position and velocity are

$$
X(t)=a\sin\omega t,\qquad w(t)=u_0\cos\omega t .
$$

The wall is plane, infinitely heavy and perfectly reflecting. Velocities parallel to it do not change, so one dimension is enough. The electrons move freely before and after a hit. Those coming from the plasma, $u>0$, form a steady and uniform stream with the distribution

$$
f(u)=\frac{n}{\sqrt{2\pi}\,v_t}\,e^{-u^2/2v_t^2}.
$$

That the stream is steady is an essential assumption: the arriving electrons carry no memory of the wall's phase.

In the frame of the wall a hit reverses the velocity, $u-w\to-(u-w)$. Back in the laboratory frame the new velocity is $u'=2w-u$, and the energy changes by

$$
\Delta E=\frac m2\left[(2w-u)^2-u^2\right]=\frac m2\left(4w^2-4uw\right)=2m\,w(w-u).
$$

An approaching wall has $w<0$ and gives energy; a receding wall that is caught by the electron, $0<w<u$, takes energy. For a fast electron the main term is $-2muw$, which has either sign. If hits were spread evenly over the cycle, this term would average to zero and leave $2m\langle w^2\rangle=mu_0^2$, where $\langle\;\rangle$ is the average over time. That is half of the true gain, because hits are not spread evenly.

To find their distribution, follow electrons of one speed $u>u_0$ from the plane $x=-a$, the farthest point the wall reaches. They cross this plane evenly in time. One that crosses at $t_0$ hits the wall at the time $t$ for which $-a+u(t-t_0)=X(t)$, so

$$
t_0=t-\frac{a+X(t)}{u},\qquad \frac{dt_0}{dt}=1-\frac{w(t)}{u}.
$$

The derivative is positive for $u>u_0$, so each crossing time has one first-hit time. The number of first hits in $dt$ is proportional to $dt_0=(1-w/u)\,dt$: an approaching wall meets more electrons per unit time than a receding one. The weight averages to one over a cycle, since $\langle w\rangle=0$. The mean energy change at the first hit is therefore

$$
\langle\Delta E\rangle_u=\left\langle 2m\,w(w-u)\left(1-\frac wu\right)\right\rangle
=-\frac{2m}{u}\left\langle w(u-w)^2\right\rangle .
$$

Expanding the square gives

$$
\langle\Delta E\rangle_u=-\frac{2m}{u}\left[u^2\langle w\rangle-2u\langle w^2\rangle+\langle w^3\rangle\right]
=4m\langle w^2\rangle-\frac{2m}{u}\langle w^3\rangle .
$$

For the sinusoid $\langle w^3\rangle=0$ and $\langle w^2\rangle=u_0^2/2$, so that

$$
\langle\Delta E\rangle_u=2m\,u_0^2 ,
$$

whatever the speed $u$. The two halves of this gain can be separated. With the hit weight, the mean wall velocity is

$$
\left\langle w\left(1-\frac wu\right)\right\rangle=-\frac{u_0^2}{2u},
$$

so the term $-2muw$ contributes $mu_0^2$. The recoil term contributes $2m\langle w^2(1-w/u)\rangle=mu_0^2$. A faster electron has a weaker preference for head-on hits, by the factor $1/u$, but exchanges more energy in each, by the factor $u$, and the two factors cancel.

This is the whole gain if the electron is hit once. After the first hit it has velocity $2w-u\le2u_0-u$. The wall can catch it again only if its own velocity at some later time is below this value, and the wall velocity is never below $-u_0$. A second hit thus requires $2u_0-u>-u_0$, or $u<3u_0$. For $u\ge3u_0$ the mean gain is $2mu_0^2$ without any expansion in $u_0/u$. Trajectories followed through all repeated hits confirm this in a test at $u/u_0=3$, 5, 10 and 30, where the numerical output shows 1.0000 in units of $2mu_0^2$.

The heating follows by multiplying with the number of electrons that arrive. The incident flux is

$$
\Gamma=\int_0^\infty u f\,du=\frac{n}{\sqrt{2\pi}\,v_t}\int_0^\infty u\,e^{-u^2/2v_t^2}du=\frac{n\,v_t}{\sqrt{2\pi}} .
$$

Since $\bar v=\sqrt{8/\pi}\,v_t=4v_t/\sqrt{2\pi}$, this is $\Gamma=n\bar v/4$. If every electron gained $2mu_0^2$ on average, then

$$
S=2m\,u_0^2\,\Gamma=2m\,u_0^2\,\frac{n\bar v}{4}=\tfrac12\,m\,n\,\bar v\,u_0^2 ,
$$

which is the stated result. The incoming half of the Maxwellian has density $n/2$; a formula written with that density would have twice the prefactor.

It remains to show that electrons with $u<3u_0$ do not spoil the result. Their share of the flux is

$$
\frac1\Gamma\int_0^{3u_0}u f\,du=1-e^{-9\varepsilon^2/2}\approx\frac{9\varepsilon^2}{2}.
$$

Their energy change is bounded. The first hit leaves a speed of at most $2u_0+u$. Just after any hit the velocity $2w-v$ is below $w$, because the incoming velocity $v$ exceeds $w$; it is therefore below $u_0$. An electron that is hit again also has $v>w\ge-u_0$ at that moment, so $|v|\le u_0$, and the new speed is at most $3u_0$. The final speed is thus at most $2u_0+\max(u,u_0)$, which is no more than $5u_0$ for this group. Hence

$$
-\tfrac92\,mu_0^2\le\Delta E\le\tfrac{25}{2}\,mu_0^2 ,
$$

and the mean gain differs from $2mu_0^2$ by at most $\tfrac{21}{2}mu_0^2$, or 5.25 times $2mu_0^2$. Relative to the leading result, the error of $S$ is at most $5.25\,(1-e^{-9\varepsilon^2/2})$. This is of order $\varepsilon^2$, which completes the proof. The bound is crude, and the real correction is much smaller.

That correction can be found from the pressure on the wall, which also shows the heating as friction. Let $f_w(v,t)$ be the distribution just in front of the wall. Electrons with $v>w$ strike it at the rate $(v-w)f_w\,dv$ per area, and each delivers the momentum $m[v-(2w-v)]=2m(v-w)$. The pressure is

$$
p=2m\int_w^\infty (v-w)^2 f_w\,dv .
$$

The wall pushes the electrons toward negative $x$, so the power it gives them is $-pw$, in agreement with $\Delta E=-w\cdot2m(v-w)$. Hence $S=-\langle pw\rangle$.

For $v>u_0$ the electrons at the wall have not been hit before, since a hit leaves a velocity below $u_0$; there $f_w=f$. At lower velocities some have been hit already. Every electron in front of the wall nevertheless came from the incident stream within the last cycle: whenever the wall stands at $x=-a$, no electron can be beyond that plane, and one that has gone back through it never returns. Free motion and reflection both conserve the density in phase space, so $f_w$ equals $f$ at the speed with which the electron first arrived. For an electron that is hit again this speed was below $3u_0$, where $f=f(0)[1+O(\varepsilon^2)]$. Replacing $f_w$ by the Maxwellian $f(v)$ for all $v>w$, including negative $v$, therefore changes $p$ by an amount of order $mf(0)u_0^3\varepsilon^2$. The resulting error in $S$, relative to the leading result, is of order $\varepsilon^4$.

With this replacement, split the integral at zero:

$$
\int_w^\infty (v-w)^2f\,dv=\int_0^\infty(v^2-2vw+w^2)f\,dv-\int_0^w(v-w)^2f\,dv .
$$

The moments are $\int_0^\infty v^2f\,dv=nv_t^2/2$, $\int_0^\infty vf\,dv=\Gamma$ and $\int_0^\infty f\,dv=n/2$. In the last integral $f\approx f(0)$, which gives $f(0)w^3/3$ for either sign of $w$. With $mv_t^2=T$,

$$
p=nT-4m\Gamma\,w+mn\,w^2-\tfrac23\,m f(0)\,w^3+\dots
$$

The constant part delivers the power $-nTw$ per area, and this energy is given and taken back within each cycle. The second part is a drag: the pressure is higher when the wall approaches and lower when it recedes. Multiplying by $-w$ and averaging, with $\langle w\rangle=\langle w^3\rangle=0$ and $\langle w^4\rangle=3u_0^4/8$, gives

$$
S=2m\Gamma u_0^2+\tfrac14\,mf(0)\,u_0^4 .
$$

Since $\Gamma=f(0)v_t^2$, the ratio of the second term to the first is $u_0^2/(8v_t^2)$, and

$$
S=\tfrac12\,m\,n\,\bar v\,u_0^2\left[1+\frac{\varepsilon^2}{8}+O(\varepsilon^4)\right].
$$

At $\varepsilon=0.1$ the bracket is 1.00125, and the trajectories give 1.00123. At $\varepsilon=0.2$ the two values are 1.0050 and 1.0047.

The mean gain of the slow electrons is not uniform. In units of $2mu_0^2$ it is 1.07 at both $u/u_0=1.5$ and $2$. The first hit alone contributes 1 at these speeds, so the excess comes from repeated hits. At $u/u_0=0.1$ the gain is only 0.46. It must vanish as $u\to0$, for the following reason. Each hit lowers the velocity, because $2w-v<v$ when $v>w$, so the electron never moves toward the wall faster than $u$. Within the one cycle it has, it gets at most $h=2\pi u/\omega$ beyond the plane $x=-a$. Where the wall is a distance $h'\le h$ from its turning point,

$$
w^2=u_0^2\left[1-\left(1-\frac{h'}{a}\right)^2\right]\le\frac{2h'}{a}\,u_0^2\le4\pi\,u\,u_0 .
$$

A very slow electron is therefore struck only near the turning point, where the wall itself is slow. Since $w<v\le u$ at each hit, the speed $|2w-v|$ after it is at most $3|w|+u$. This vanishes with $u$, and so does the energy gain.

The same expansion covers a wall whose periodic motion is not sinusoidal. Keeping $\langle w\rangle=0$ but not $\langle w^3\rangle=0$,

$$
S=4m\Gamma\langle w^2\rangle-mn\langle w^3\rangle+\dots
=m\,n\,\bar v\,\langle w^2\rangle\left[1-\frac{\langle w^3\rangle}{\bar v\,\langle w^2\rangle}+\dots\right].
$$

The leading heating depends on the mean square velocity of the wall. If the wall advances quickly and retreats slowly, $\langle w^3\rangle$ is negative and the heating is somewhat larger. This correction is of first order in the ratio of wall speed to electron speed; for the sinusoid it is absent by symmetry.

The average gain says little about what happens to one electron. For a single hit, the mean square change is

$$
\langle\Delta E^2\rangle_u=\frac{4m^2}{u}\left\langle w^2(u-w)^3\right\rangle
=4m^2\left[u^2\langle w^2\rangle+3\langle w^4\rangle\right]
=4m^2\left[\frac{u^2u_0^2}{2}+\frac{9u_0^4}{8}\right],
$$

where the odd averages $\langle w^3\rangle$ and $\langle w^5\rangle$ have dropped out. In the incident flux the mean of $u^2$ is

$$
\frac{\int_0^\infty u^3f\,du}{\int_0^\infty uf\,du}=2v_t^2 ,
$$

and so

$$
\overline{\Delta E^2}=4m^2u_0^2v_t^2\left[1+\frac{9\varepsilon^2}{8}+O(\varepsilon^4)\right].
$$

Electrons with $u<3u_0$ affect only the last term, because their squared change is of order $m^2u_0^4$ and their share of the flux is of order $\varepsilon^2$. To leading order the rms change is $2mu_0v_t=2T\varepsilon$, while the mean gain is $2mu_0^2=2T\varepsilon^2$. The heating is a small drift on top of a spread that is larger by $1/\varepsilon$. In this sense the heating is stochastic: each hit is deterministic, but the phase at which an electron arrives is unrelated to its earlier history.

It also shows how sensitive the result is to that assumption. If electrons return to the wall with a preferred phase, the term $-2muw$ no longer averages as above. Its size is of order $mu_0v_t$, so a phase preference of relative size $\varepsilon$ is enough to change the heating by an amount comparable with $S$ itself, and the change can have either sign.

For numbers, take the round model values $n=10^{16}\ \mathrm{m^{-3}}$, $T=3$ eV, $a=1$ mm and a frequency of 13.56 MHz. The wall velocity amplitude is

$$
u_0=2\pi\,(13.56\times10^{6}\ \mathrm{s^{-1}})(10^{-3}\ \mathrm m)=8.52\times10^4\ \mathrm{m/s}.
$$

The thermal speed is $v_t=7.26\times10^5$ m/s and the mean speed is $\bar v=1.159\times10^6$ m/s, so $\varepsilon=0.117$ and the wall is slow in the required sense. The incident flux is

$$
\Gamma=\tfrac14\,(10^{16}\ \mathrm{m^{-3}})(1.159\times10^6\ \mathrm{m/s})=2.90\times10^{21}\ \mathrm{m^{-2}\,s^{-1}} .
$$

An electron gains on average $2T\varepsilon^2=6\ \mathrm{eV}\times0.1173^2\approx0.083$ eV per encounter, while the rms change is $2T\varepsilon=6\ \mathrm{eV}\times0.1173=0.70$ eV. The heating is the product of flux and mean gain,

$$
S=(2.90\times10^{21}\ \mathrm{m^{-2}\,s^{-1}})(0.0825\ \mathrm{eV})\approx2.39\times10^{20}\ \mathrm{eV\,m^{-2}\,s^{-1}},
$$

which is $38.3\ \mathrm{W/m^2}$, or $3.83\ \mathrm{mW/cm^2}$. The reversible power of the constant pressure has the much larger peak value $nTu_0=410\ \mathrm{W/m^2}$. The ratio of the two follows from the formulas:

$$
\frac{S}{nTu_0}=\frac{m\bar v u_0}{2T}=\frac{\bar v}{2v_t}\,\varepsilon=\sqrt{\frac2\pi}\,\varepsilon\approx0.094 ,
$$

and $0.094\times410\ \mathrm{W/m^2}$ returns the same heating to the accuracy of the rounded factors. Over a fraction of a cycle, the energy exchanged can thus consist mostly of work that is later given back. This part cancels over whole cycles.

At this wall speed 6.0% of the incident flux has $u<3u_0$. The heating from trajectories is nevertheless only 0.17% above the leading formula, $38.389$ against $38.325\ \mathrm{W/m^2}$, as the correction $\varepsilon^2/8$ predicts. Within the model the finite wall speed is unimportant here. The assumption about the incident stream matters far more.

Suppose that the Maxwellian at the wall is not fixed but drifts with a fraction $\alpha$ of the wall velocity, so that $f(v)$ is replaced by $f(v-\alpha w)$. With $c=v-w$ the pressure becomes

$$
p=2m\int_0^\infty c^2 f\big(c+(1-\alpha)w\big)\,dc .
$$

To first order in $w$, integration by parts gives $\int_0^\infty c^2f'(c)\,dc=-2\int_0^\infty cf(c)\,dc=-2\Gamma$, hence

$$
p=nT-4m\Gamma(1-\alpha)\,w+\dots,\qquad
S=(1-\alpha)\,\tfrac12\,m\,n\,\bar v\,u_0^2
$$

to leading order. The drag depends on the motion of the wall relative to the electrons. For $\alpha=1$ the integral no longer contains $w$: the pressure is constant and the average work is zero at any wall speed. Quadrature at $\varepsilon=0.05$ tests these factors and gives 1.0003, 0.5000 and 0.0000 for $\alpha=0$, $0.5$ and $1$.

This limits the use of the formula for a real capacitive discharge. The moving sheath edge belongs to a plasma that carries the radio-frequency current, and the electrons carrying it have an oscillating drift of their own. If this drift at the edge is close to the edge velocity, most of the heating found here disappears. The value of $\alpha$ must come from a self-consistent treatment of the fields and the electron motion, which the hard-wall model does not contain. The model also takes reflection to be instantaneous, so an electron must be turned back in a time much shorter than the radio-frequency period. The result $\tfrac12mn\bar vu_0^2$ is thus the heating for a prescribed, undisturbed stream, and should be read as a scale for a discharge until the incident distribution is known.

## Calculated quantities

```
Mean gain per electron / (2 m u0^2), from trajectories:
  u/u0 =   0.1: 0.4629
  u/u0 =   0.5: 1.0299
  u/u0 =   1.0: 1.0429
  u/u0 =   1.5: 1.0700
  u/u0 =   2.0: 1.0670
  u/u0 =   3.0: 1.0000
  u/u0 =   5.0: 1.0000
  u/u0 =  10.0: 1.0000
  u/u0 =  30.0: 1.0000
At u/u0 = 10: head-on part 0.5000, recoil part 0.5000
Heating from trajectories / (m n vbar u0^2/2), and
mean squared energy change / (2 m u0 vt)^2:
  u0/vt = 0.0500: 1.00031, 1.00281
  u0/vt = 0.1000: 1.00123, 1.01124
  u0/vt = 0.2000: 1.00471, 1.04485
  u0/vt = 0.1173: 1.00169, 1.01546
Pressure slope dp/dw at w=0, units n m vt: -1.5958
  -4 flux, same units: -1.5958
Heating factor for Maxwellian drifting with alpha*w, u0/vt = 0.05:
  alpha = 0.0: 1.0003
  alpha = 0.5: 0.5000
  alpha = 1.0: 0.0000
Worked example
  density n = 1.00e+16 m^-3
  temperature T = 3.00 eV
  wall amplitude = 1.00 mm
  frequency = 13.56 MHz
  wall velocity amplitude u0 = 8.5200e+04 m/s
  thermal speed vt = 7.2639e+05 m/s
  mean speed vbar = 1.1592e+06 m/s
  u0/vt = 0.1173
  incident flux = 2.8979e+21 m^-2 s^-1
  flux share with u < 3 u0 = 0.0600
  mean gain 2 m u0^2 = 0.0825 eV
  rms change 2 m u0 vt = 0.7038 eV
  peak reversible power n T u0 = 409.52 W/m^2
  average heating, formula = 38.325 W/m^2
  the same = 3.8325 mW/cm^2
  average heating, trajectories = 38.389 W/m^2
```
